# A discrete squared slope that keeps the Gaussian stationary growth state

## Definitions and conventions

A one-dimensional growth front has heights $h_j(t)$ at $N\ge 4$ sites on a ring. The spacing is $a$ and the length is $\ell=Na$. The slopes are

$$u_j=\frac{h_{j+1}-h_j}{a}.$$

At site $j$ write $u=u_j$ for the slope on the right and $v=u_{j-1}$ for the slope on the left. The front obeys

$$\frac{dh_j}{dt}=V+\frac{\nu}{a}(u-v)+\frac{\lambda}{2}Q_j+\eta_j,\qquad Q_j=\frac{u^2+uv+v^2}{3}. \tag{1}$$

Here $V$ is a uniform speed, $\nu>0$ the relaxation coefficient and $\lambda$ the nonlinear coefficient. The noise is white and Gaussian, with $\langle\eta_i(t)\eta_j(t')\rangle=(2D/a)\,\delta_{ij}\,\delta(t-t')$. Its strength does not depend on the heights, so the Itô and Stratonovich readings agree. Equation (1) discretises the Kardar–Parisi–Zhang equation $h_t=V+\nu h_{xx}+\tfrac{\lambda}{2}h_x^2+\eta$.

The ring may carry a mean tilt $m$: $h_{j+N}=h_j+m\ell$, so that $\sum_j u_j=Nm$ at all times. The claim is that, for every $\lambda$, the slope density

$$P\propto\exp\Big(-\frac{1}{2\sigma^2}\sum_j u_j^2\Big),\qquad \sigma^2=\frac{D}{\nu a}, \tag{2}$$

restricted to the given tilt, is stationary. The claim concerns slopes; the mean height drifts and diffuses without limit.

For a smooth profile $Q_j$ approximates the squared slope. With $M=(u+v)/2$ and $\delta=u-v$ we have $u^2+uv+v^2=3M^2+\delta^2/4$, so $Q_j=M^2+\delta^2/12$. Taylor expansion gives $M=h_x+a^2h_{xxx}/6+\dots$ and $\delta=ah_{xx}+\dots$, hence

$$Q_j=h_x^2+a^2\Big(\frac{h_xh_{xxx}}{3}+\frac{h_{xx}^2}{12}\Big)+\dots$$

The stationary state is not smooth on the scale $a$: its slope variance grows as $1/a$. There the choice of discretisation matters.

## First derivation: the density of heights

Let $F_j$ be the deterministic part of (1). The Fokker–Planck equation is

$$\frac{\partial P}{\partial t}=-\sum_j\frac{\partial (F_jP)}{\partial h_j}+\frac{D}{a}\sum_j\frac{\partial^2P}{\partial h_j^2}.$$

Since $F_j$ depends on slopes alone, a density that is a function of slopes remains one, and the equation then governs the slope density.

**Relaxation and noise.** The height $h_j$ enters $u$ with derivative $-1/a$ and $v$ with derivative $+1/a$. From (2),

$$\frac{\partial\ln P}{\partial h_j}=-\frac{\nu a}{2D}\Big(-\frac{2u}{a}+\frac{2v}{a}\Big)=\frac{\nu}{D}(u-v). \tag{3}$$

Therefore $(D/a)\,\partial P/\partial h_j=(\nu/a)(u-v)P$. The diffusive current cancels the relaxation current at each site.

**Uniform speed.** Its contribution is $-V\sum_j\partial P/\partial h_j=-(V\nu/D)P\sum_j(u_j-u_{j-1})=0$, because the sum telescopes around the ring.

**Nonlinear term.** What remains is

$$\frac{1}{P}\frac{\partial P}{\partial t}=-\frac{\lambda}{2}\sum_j\Big[\frac{\partial Q_j}{\partial h_j}+\frac{\nu}{D}Q_j(u-v)\Big]. \tag{4}$$

The two parts vanish separately. For the first,

$$\frac{\partial Q_j}{\partial h_j}=\frac{-(2u+v)+(u+2v)}{3a}=\frac{v-u}{3a},$$

which telescopes to zero. For the second, $(u-v)(u^2+uv+v^2)=u^3-v^3$ gives

$$\sum_jQ_j(u-v)=\frac13\sum_j(u_j^3-u_{j-1}^3)=0. \tag{5}$$

So $\partial P/\partial t=0$. The first identity says that the nonlinear flow preserves volume in height space. The second says that it preserves $\sum_ju_j^2$, whose derivative with respect to $h_j$ is $-2(u-v)/a$. A density that depends on this sum alone is then carried into itself.

**Why one third.** Replace $Q_j$ by $\alpha u^2+\beta uv+\gamma v^2$ with $\alpha+\beta+\gamma=1$, and take zero tilt. The divergence sums to $2(\gamma-\alpha)\sum_ju_j/a=0$ and gives no condition. The other sum must then vanish for all slopes:

$$(\alpha-\gamma)\sum u^3+(\beta-\alpha)\sum u^2v+(\gamma-\beta)\sum uv^2=0. \tag{6}$$

Take successive slopes $(p,-p,0,\dots)$. Then $\sum u^3=0$, $\sum u^2v=p^3$ and $\sum uv^2=-p^3$, so $2\beta=\alpha+\gamma$. Put $\kappa=\gamma-\alpha$; both $\beta-\alpha$ and $\gamma-\beta$ equal $\kappa/2$, and (6) becomes

$$-\kappa\sum u^3+\frac{\kappa}{2}\sum uv(u+v)=0.$$

Now take $(p,q,r,0,\dots)$ with $p+q+r=0$. The first sum is $3pqr$. The second is $pq(p+q)+qr(q+r)=-2pqr$. The left side is $-4\kappa pqr$, so $\kappa=0$ and all three weights equal $1/3$. No other quadratic form in the two neighbouring slopes with weights summing to one keeps the density (2) when $\lambda\ne0$.

## Second derivation: averages over slopes

This route starts from neither the cubic identity (5) nor the height density, although the antisymmetry found below implies (5). Subtracting (1) at neighbouring sites gives

$$\frac{du_j}{dt}=-\frac{\nu}{a^2}\sum_kK_{jk}u_k+\frac{\lambda}{2a}(Q_{j+1}-Q_j)+\frac{\eta_{j+1}-\eta_j}{a},$$

where $(Ku)_j=2u_j-u_{j+1}-u_{j-1}$. The slope noise has covariance $(2D/a^3)K_{jk}\,\delta(t-t')$. The nonlinear difference is

$$Q_{j+1}-Q_j=\frac{u_{j+1}^2+u_{j+1}u_j-u_ju_{j-1}-u_{j-1}^2}{3}=\sum_kA_{jk}u_k,$$

$$A_{j,j+1}=\frac{u_j+u_{j+1}}{3},\qquad A_{j,j-1}=-\frac{u_j+u_{j-1}}{3}, \tag{7}$$

with all other elements zero. Shifting the index in the second element gives $A_{j+1,j}=-A_{j,j+1}$, so $A$ is antisymmetric.

For a smooth function $f$ of the slopes that vanishes at large slopes, write $f_j=\partial f/\partial u_j$ and $f_{jk}$ for second derivatives. The mean rate of change of $f$ from a given configuration is $Lf=L_0f+Bf$, with

$$L_0f=-\frac{\nu}{a^2}\sum_{jk}K_{jk}u_kf_j+\frac{D}{a^3}\sum_{jk}K_{jk}f_{jk},\qquad Bf=\frac{\lambda}{2a}\sum_{jk}A_{jk}u_kf_j.$$

Let $E$ be the average over independent Gaussian slopes of mean zero and variance $\sigma^2$. Integration by parts gives $E[u_kg]=\sigma^2E[\partial g/\partial u_k]$. In $L_0$ the first term becomes $-(\nu\sigma^2/a^2)\sum K_{jk}E[f_{jk}]$. Since $\nu\sigma^2/a^2=D/a^3$, it cancels the second, and $E[L_0f]=0$. For the nonlinear part,

$$E[Bf]=\frac{\lambda\sigma^2}{2a}E\Big[\sum_jf_j\sum_k\frac{\partial A_{jk}}{\partial u_k}+\sum_{jk}A_{jk}f_{jk}\Big].$$

The last sum vanishes because $A$ is antisymmetric and $f_{jk}$ symmetric. In the first, $\sum_k\partial A_{jk}/\partial u_k=\tfrac13-\tfrac13=0$. Thus $E[Lf]=0$: no such average starts to change.

**Fixed tilt.** All terms conserve $S=\sum_ju_j$, so $L(g(S)f)=g(S)Lf$ for any smooth $g$. Hence $E[g(S)Lf]=0$ for every $g$, and the average of $Lf$ vanishes at each value of $S$. This is the restricted density (2).

**No blow-up.** A quadratic drift could drive slopes to infinity in finite time, which would spoil the argument. Antisymmetry excludes this, since $\sum u_jA_{jk}u_k=0$ leaves

$$L\sum_ju_j^2=-\frac{2\nu}{a^2}\sum_{jk}u_jK_{jk}u_k+\frac{4DN}{a^3}\le\frac{4DN}{a^3}.$$

The mean squared slope grows at most linearly in time.

**Approach to the state.** Let the actual density be $R$ times the Gaussian one, with $E[R^2]$ finite and $R$ regular enough for the integrations by parts. The same integrations give $E[gL_0f]=-(D/a^3)E[\sum K_{jk}g_kf_j]$, and $E[B(fg)]=0$ gives $E[gBf]=-E[fBg]$. So $\partial R/\partial t=L_0R-BR$. Since $2E[R\,BR]=E[B(R^2)]=0$,

$$\frac{d}{dt}E[R^2]=-\frac{2D}{a^3}E\Big[\sum_{jk}R_jK_{jk}R_k\Big]\le0.$$

The uniform vector is the only null vector of $K$, so the right side vanishes only when all $R_j$ are equal, that is, when $R$ depends on $S$ alone. The same balance holds at each fixed $S$. There the Gaussian Poincaré inequality bounds the variance of $R$ by $\sigma^2$ times the mean squared gradient of $R$ along the surface of constant $S$. With $k_1=4\sin^2(\pi/N)$, the smallest non-zero eigenvalue of $K$, this variance decays at least as fast as $e^{-2\nu k_1t/a^2}$, so the restricted Gaussian state is approached. Within this class no other stationary density exists at a given tilt.

## What each derivation assumes

Both need a closed ring, continuous time, additive white noise, and values of $\lambda$, $V$ and the ratio $D/\nu$ that are the same at all sites. If instead the end heights $h_0$ and $h_N$ are held fixed, the sum in (5) runs over interior sites and leaves $(u_{N-1}^3-u_0^3)/3$, which is not zero in general.

The first derivation assumes a differentiable density and checks it pointwise, with no condition at infinity. It works in heights, where the noises are independent, and it shows why the weights are forced. Taken alone, it does not show that trajectories stay finite or that the state is approached.

The second needs functions whose averages permit integration by parts. It handles the correlated slope noise directly. It rests on the antisymmetric form (7), which also supplies the bound on growth and the approach to the Gaussian state.

## Mean speed and width

Independent Gaussian slopes, conditioned on their sum, have covariance $\sigma^2(\delta_{ij}-1/N)$ about the mean $m$. Therefore $\langle Q_j\rangle=m^2+\tfrac{\sigma^2}{3}\big[2(1-\tfrac1N)-\tfrac1N\big]$. The relaxation term averages to zero, and the mean speed is

$$V+\frac{\lambda}{2}\Big[m^2+\sigma^2\Big(\frac23-\frac1N\Big)\Big]. \tag{8}$$

The part with $2/3$ depends on the cell size. The size-dependent part is $-\lambda\sigma^2/(2N)=-\lambda D/(2\nu\ell)$, in which $a$ has dropped out.

At zero tilt the height difference over $k$ cells has variance $a^2\sigma^2k(N-k)/N$. The mean squared width is half the average of this over $k=0,\dots,N-1$. With $\sum_kk(N-k)=N(N^2-1)/6$,

$$w^2=\frac{a^2\sigma^2(N^2-1)}{12N}=\frac{D\ell}{12\nu}\Big(1-\frac1{N^2}\Big). \tag{9}$$

Neither the slope law nor $w$ contains $\lambda$, although the dynamics does.

## Strong coupling and the central difference

Measure slopes in units of $\sigma$, heights in $a\sigma$ and time in $a^2/\nu$, and remove $V$ by moving with the front. The nonlinear term becomes $(g/2)Q_j$ with $g=\lambda a\sigma/\nu=\lambda\sqrt{Da/\nu^3}$, and the noise strength becomes 2.

The squared central difference is $(u+v)^2/4=Q_j-c^2/12$, with $c=u-v$. Consider the energy $\tfrac12\sum u^2$. Its height derivative is $-c$ and its second derivative is 2 at each site. By (5) the $Q_j$ part drops out of the energy balance, and a stationary state of the central form must satisfy

$$0=-\langle c^2\rangle+\frac{g}{24}\langle c^3\rangle+2. \tag{10}$$

The Gaussian state has $\langle c^3\rangle=0$ and $\langle c^2\rangle=2$. The cubic term in (10) has no fixed sign, so the bound on growth found above does not carry over to the central form. At $g=2.5$ on 12 cells and without noise, a one-site groove of depth 16 heals, but one of depth 24 runs away, with slopes passing $10^6$ by $t\approx0.5$; the one-third form heals from both. The central values below therefore describe a long-lived state that is not shown to be strictly stationary.

Both forms were integrated by Heun's method at $g=2.5$, with 12 cells, zero tilt and 3000 copies starting flat. The time step was 0.02. After a time of 20, averages were taken over a further 20.

| Quantity | Gaussian law | One-third form | Central form |
|---|---|---|---|
| $\langle u^2\rangle$ | 0.9167 | 0.9158 | 0.9157 |
| $\langle c^2\rangle$ | 2 | 1.998 | 2.045 |
| $\langle c^3\rangle$ | 0 | 0.0005 | 0.454 |

The one-third form also gives a speed of 0.727, against $1.25\,(2/3-1/12)=0.729$ from (8). For the central form, (10) predicts $2+(2.5/24)(0.454)=2.047$, close to the measured 2.045. Its defect appears in the curvature $c$, which becomes skewed. At this coupling the run resolves no change in $\langle u^2\rangle$, so that moment alone would not reveal the difference here.

Euler and Heun steps of finite length spoil the stationary law even at $\lambda=0$. An Euler step $\Delta$ multiplies a mode of relaxation rate $k$ by $1-k\Delta$ and adds noise of variance $2\Delta$ to its height amplitude. The slope variance of the mode is $k$ times its height variance, and in the stationary state it equals $2k\Delta/[1-(1-k\Delta)^2]=1/(1-k\Delta/2)$ instead of 1. For 12 cells and $\Delta=0.02$ the total slope variance is 2.25% too large. Solving the corresponding covariance equation for the linear Heun step gives a deficit of 0.07%.

## An advancing atomic step

Consider a step on Si(111) near 1170 K, where $k_BT=0.1008$ eV. Rough typical values are a stiffness $\gamma=0.30$ eV/nm and a mobility $\Gamma=5\times10^4$ nm³/s. If attachment limits the motion, the step energy $\tfrac{\gamma}{2}\int h_x^2\,dx$ gives $\nu=\Gamma\gamma/k_BT=1.49\times10^5$ nm²/s and $D=\Gamma$. Hence $D/\nu=k_BT/\gamma=0.336$ nm. A step advancing along its local normal at speed $V$ moves at $V\sqrt{1+h_x^2}\approx V+\tfrac V2h_x^2$, so $\lambda=V$, here chosen as 100 nm/s.

With $a=5$ nm and $N=100$, so that $\ell=500$ nm:

- The slope variance is $\sigma^2=0.336/5=0.067$, an rms slope of 0.26.
- The excess speed is $50\times0.0672\times(0.6667-0.01)=2.2$ nm/s, which depends on the chosen cell.
- Its size-dependent part is $-100\times0.336/(2\times500)=-0.034$ nm/s.
- The width is $w=\sqrt{0.336\times500/12}=3.7$ nm.
- The slowest mode relaxes in $\ell^2/(4\pi^2\nu)=43$ ms.

The coupling is $g=8.7\times10^{-4}$. Replacing $a$ by a length $X$ in $g$ and setting $g=1$ gives $X=\nu^3/(\lambda^2D)=6.6$ mm, far beyond $\ell$. The nonlinearity is therefore weak in this example.

A real step departs from the model in several ways. The next term in the step length, $-h_x^4/8$, has a mean whose size is $3\sigma^2/4=5\%$ of that of the retained $h_x^2/2$. The full curvature term contains $h_{xx}/(1+h_x^2)$, a local change of order $\sigma^2=7\%$. If the step energy is proportional to the step length, the equilibrium slope variance is about 10% above $\sigma^2$. These figures belong to the 5 nm cell and grow roughly as $1/a$ for smaller cells, so the small-slope form cannot be carried down to atomic spacing. Growth shot noise adds $V\Omega/(2\Gamma)=0.006\%$ to $D$, for an area per atom $\Omega=0.064$ nm². If the step is fed only from the terrace ahead of it, of width $W=100$ nm, diffusion on the terrace opposes relaxation. For steps meandering in phase with fast attachment, a mode of wavenumber $q$ is driven at the rate $(V/W)[qW\tanh qW+1/\cosh qW-1]$. For $qW\ll1$ this lowers $\nu$ by $VW/2$, or 3%, but here the longest mode already has $qW=1.26$, and for short modes the rate tends to $V|q|$. The drive is 2.5% of the relaxation rate for the longest mode and 0.3% for the shortest. Summed over modes, it raises $w^2$ by about 2% and $\sigma^2$ by only about 0.4%. An attachment barrier lowers the drive further. Feeding only from behind would have the opposite sign. Neighbouring steps, if they fluctuate independently, are 19 rms gap fluctuations apart when each is measured from its own mean position. The mean positions diffuse as well, which adds $4Dt/\ell$ to the variance of the gap: an rms change of 20 nm after 1 s. Treating the steps as independent is therefore limited to times well below $W^2\ell/(4D)=25$ s, even with a uniform reservoir. If a step is instead fed by the flux landing on the terrace ahead of it, its speed is proportional to the gap, and neighbours are coupled after about $W/V=1$ s.

The model also assumes a uniform adatom reservoir at fixed supersaturation. If evaporation is negligible, the deposition flux fixes the mean speed instead. Suppose that adatoms still spread along the whole step fast enough to keep the reservoir uniform. The excess speed is then compensated by a uniform change of the driving. A uniform term cancels from slope differences. The change of driving also shifts $\lambda=V$ slightly, but the slope law is the same for every constant $\lambda$. It is therefore unchanged if fluctuations of this small shift are neglected.

All numerical values are calculated from the stated model.
